# Does temperature rescaling restore quantum modal heat capacities in classical simulations?

**Question**

I compute lattice thermal conductivity from equilibrium heat-flux fluctuations in classical molecular dynamics. Below the Debye temperature the atoms should obey quantum statistics, so I want to correct the result. My recipe is to choose the simulation temperature $T_c$ so that the total classical vibrational energy equals the total quantum energy at the physical temperature $T$, and then to multiply the simulated conductivity by $dT_c/dT$.

The total energy is then right at every $T$, and so is its derivative, the total heat capacity. Doesn't it follow that the vibrational modes now carry their correct quantum heat capacities? If not, can it be seen in a case small enough to work by hand, and does including the zero-point energy change anything?

**Answer**

It does not follow. The matching condition is one equation, and it fixes one quantity, the sum of the heat capacities. How that sum is shared among the modes is still decided by classical statistics, which shares it equally. Two harmonic modes are enough to show this.

**Heat capacity of one mode**

Take modes with fixed angular frequencies $\omega_1<\omega_2$ at constant volume, coupled weakly enough that each has a well-defined energy. A classical mode has $H=p^2/2m+m\omega^2q^2/2$. With the Boltzmann weight $e^{-H/k_BT_c}$, integration by parts gives

$$\left\langle q\,\frac{\partial H}{\partial q}\right\rangle=k_BT_c .$$

Here $q\,\partial H/\partial q=m\omega^2q^2$ is twice the potential energy, so the mean potential energy is $k_BT_c/2$. The same argument for $p$ gives a mean kinetic energy $k_BT_c/2$. The mode energy is therefore $k_BT_c$, with no trace of $\omega$.

The quantum mode has levels $\hbar\omega(n+z/2)$, where $z=1$ keeps the zero-point energy and $z=0$ drops it. Summing the geometric series of Boltzmann factors gives

$$E_i(T)=\hbar\omega_i\left[n_i+\frac z2\right],\qquad n_i=\frac{1}{e^{x_i}-1},\qquad x_i=\frac{\hbar\omega_i}{k_BT}.$$

To differentiate, use $dx_i/dT=-x_i/T$ and $dn_i/dx_i=-e^{x_i}/(e^{x_i}-1)^2$. The two minus signs cancel, and $\hbar\omega_i/T=k_Bx_i$, so

$$C_i=\frac{dE_i}{dT}=k_B\frac{x_i^2e^{x_i}}{(e^{x_i}-1)^2}
=k_B\left[\frac{x_i/2}{\sinh(x_i/2)}\right]^2 .$$

The last form follows from $e^{x}-1=2e^{x/2}\sinh(x/2)$.

This function falls strictly as the frequency rises. With $y=x/2$, the derivative of $\sinh y/y$ is $(y\cosh y-\sinh y)/y^2$. Its numerator is zero at $y=0$ and has derivative $y\sinh y>0$, so $\sinh y/y$ increases and $C$ decreases. Hence $C_1>C_2$ at any finite $T>0$.

**What the matching does**

Equal total energies require

$$2k_BT_c=E_1(T)+E_2(T).$$

Differentiating with respect to the physical temperature,

$$\frac{dT_c}{dT}=\frac{C_1+C_2}{2k_B}.$$

Each classical mode holds $k_BT_c$. Its heat capacity, referred to the physical temperature, is therefore

$$\frac{d(k_BT_c)}{dT}=k_B\frac{dT_c}{dT}=\frac{C_1+C_2}{2}\equiv\bar C .$$

This holds for the low mode and for the high mode alike. The sum $2\bar C=C_1+C_2$ is right, as you say. The individual errors are

$$\bar C-C_1=-\frac{C_1-C_2}{2},\qquad
\bar C-C_2=+\frac{C_1-C_2}{2}.$$

The low mode receives too little and the high mode too much, by the same amount. A cleverer choice of $T_c(T)$ cannot cure this within the harmonic model: both classical modes have heat capacity $k_B\,dT_c/dT$, and one number cannot equal both $C_1$ and $C_2$.

The zero-point energy adds $\hbar(\omega_1+\omega_2)/(4k_B)$ to $T_c$. At fixed frequencies this is a constant, so it leaves $dT_c/dT$ and the modal errors untouched. It does matter for lifetimes, as shown below.

**Numbers for 3 and 15 THz**

Let the modes have frequencies of 3 and 15 THz, so that $\hbar\omega/k_B$ is 144.0 and 719.9 K. At $T=300$ K, $x_1=0.480$ and $x_2=2.400$, which give $C_1=0.981\,k_B$ and $C_2=0.632\,k_B$. Thus

$$\frac{dT_c}{dT}=\frac{0.981+0.632}{2}=0.807 .$$

Without zero-point energy, the quantum modal energies divided by $k_B$ are 233.7 and 71.9 K, so $T_c=(233.7+71.9)/2=152.8$ K. With it they are 305.7 and 431.8 K, and $T_c=368.8$ K. In both versions the simulation gives the two modes equal energies, so the modal energies are wrong too.

The next table gives heat capacities in units of $k_B$. The errors are those of $\bar C$ relative to the true value of each mode.

| $T$ (K) | $C_1$ | $C_2$ | $\bar C$ | low | high |
|---|---|---|---|---|---|
| 100 | 0.844 | 0.039 | 0.441 | −48% | +1038% |
| 200 | 0.958 | 0.374 | 0.666 | −30% | +78% |
| 300 | 0.981 | 0.632 | 0.807 | −18% | +28% |
| 600 | 0.995 | 0.888 | 0.942 | −5% | +6% |

At 100 K the high mode is nearly frozen, yet the rescaled simulation gives it more than eleven times its true heat capacity. The low mode pays for this with almost half of its own.

Both ends of the table follow from the formula. At high temperature, $\sinh y\simeq y(1+y^2/6)$ gives $C\simeq k_B(1-x^2/12)$, and so

$$\bar C-C_1=\frac{C_2-C_1}{2}\simeq-\frac{k_B}{24}\left(x_2^2-x_1^2\right).$$

The mismatch fades as $1/T^2$. At 600 K, where $x_1=0.240$ and $x_2=1.200$, this estimate is $-0.058\,k_B$, against $0.942-0.995=-0.053\,k_B$ from the table.

At low temperature, $C_i\simeq k_Bx_i^2e^{-x_i}$, so that

$$\frac{C_2}{C_1}\simeq\left(\frac{\omega_2}{\omega_1}\right)^2e^{-(x_2-x_1)}\to0 .$$

Then $\bar C/C_1\to1/2$, while $\bar C/C_2\to C_1/(2C_2)$ grows without bound. The absolute errors vanish as $T\to0$, because both heat capacities do, but the relative errors do not.

**How the error enters the heat flux**

To turn heat capacities into a conductivity, the modes must travel. Give each frequency two waves, with velocities $+v_i$ and $-v_i$ along the temperature gradient, in a volume $V$. Doubling every mode doubles both sides of the energy matching, so $T_c$ is unchanged. The heat flux is

$$J=\frac1V\sum_i v_i\left(E_{i+}-E_{i-}\right),$$

and its mean is zero. The Green–Kubo formula reads

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty\langle J(0)J(t)\rangle\,dt .$$

Assume that energy fluctuations of different waves are independent and decay as $e^{-t/\tau_i}$. The two waves of a pair contribute equally, since the sign of the velocity is squared away:

$$\langle J(0)J(t)\rangle=\sum_i\frac{2v_i^2}{V^2}\,\mathrm{var}(E_i)\,e^{-t/\tau_i}.$$

The canonical variance is $\mathrm{var}(E)=-\partial\langle E\rangle/\partial\beta$ with $\beta=1/k_BT$. Since $d\beta=-dT/(k_BT^2)$, this equals $k_BT^2C$. The time integral supplies $\tau_i$, and

$$\kappa_q=\frac2V\sum_iC_iD_i,\qquad D_i=v_i^2\tau_i .$$

In the quantum case the mode energies commute with the harmonic Hamiltonian, so at weak damping the operator ordering in the flux correlation does not alter this result. In the classical simulation the variance is $(k_BT_c)^2$ and the prefactor contains $1/(k_BT_c^2)$. Every $C_i$ is then replaced by $k_B$:

$$\kappa_{\rm MD}=\frac{2k_B}{V}(D_1+D_2).$$

The factor $dT_c/dT$ in your recipe comes from expressing the gradient in physical temperature, $J=-\kappa_{\rm MD}\,dT_c/dx=-\kappa_{\rm MD}(dT_c/dT)\,dT/dx$. Suppose for now that the lifetimes are the same in both descriptions. The rescaled conductivity is then

$$\kappa_{\rm resc}=\frac{C_1+C_2}{2k_B}\,\frac{2k_B}{V}(D_1+D_2)
=\frac{(C_1+C_2)(D_1+D_2)}{V}.$$

Subtract $\kappa_q=2(C_1D_1+C_2D_2)/V$. The cross terms survive with a plus sign, and the direct terms with a minus sign:

$$\kappa_{\rm resc}-\kappa_q=\frac{C_1D_2+C_2D_1-C_1D_1-C_2D_2}{V}
=-\frac{(C_1-C_2)(D_1-D_2)}{V}.$$

If the low mode carries the heat, rescaling gives too small a conductivity. If the high mode carries it, the result is too large. If $D_1=D_2$, the total is right although both modal heat capacities are wrong. A correct total conductivity is therefore no evidence that the modes are correct.

For $N$ frequencies, with bars denoting averages over them, the same subtraction gives

$$\kappa_{\rm resc}-\kappa_q=\frac2V\sum_i(\bar C-C_i)D_i
=-\frac2V\sum_i(C_i-\bar C)(D_i-\bar D).$$

Subtracting $\bar D$ is allowed because $\sum_i(C_i-\bar C)=0$. What counts is the correlation between heat capacity and transport strength across the spectrum.

**A small heat-flux simulation**

Take $v_1=2.5$ km/s, $\tau_1=20$ ps, $v_2=1.0$ km/s, $\tau_2=3$ ps and $V=0.0267$ nm³. Then $D_1=1.25\times10^{-4}$ m²/s and $D_2=3.0\times10^{-6}$ m²/s. The classical contributions $2k_BD_i/V$ are 129.4 and 3.1 W/(m K). With equal lifetimes in both descriptions,

$$\kappa_q=0.981\times129.4+0.632\times3.1\approx128.9\ \mathrm{W/(m\,K)},$$

$$\kappa_{\rm resc}=0.807\times(129.4+3.1)\approx106.9\ \mathrm{W/(m\,K)}.$$

The rescaled value is 17% below the quantum one. Exchanging $D_1$ and $D_2$ turns this into an error of +26%, relative to the quantum value for the exchanged case.

I also simulated the fluctuating flux at $T_c=152.8$ K. Each wave was a randomly driven, damped complex amplitude with the lifetime prescribed above, and the conductivity came from the time correlation of the flux. This exercises the Green–Kubo argument, but it is not atomistic dynamics and cannot predict lifetimes. Sixteen runs of 262 ns gave a total of $132.2\pm1.8$ W/(m K), where the uncertainty is one standard error. Multiplying by $dT_c/dT$ gives $106.6\pm1.4$, well below 128.9.

When the energy fluctuations of different modes are independent, as assumed here, the heat capacities can be corrected by decomposing the flux by mode and weighting each part separately:

$$\kappa_{\rm modal}=\sum_i\frac{C_i}{k_B}\,\kappa_{{\rm MD},i}.$$

Applied to the same runs, this gives $128.5\pm1.7$ W/(m K), in agreement with $\kappa_q$. The agreement relies on the lifetimes having been held equal.

**Lifetimes are a separate problem**

In a real simulation the lifetimes depend on the mode populations, and those are classical. Consider one scattering process in which modes $a$ and $b$ merge into $c$, with $\omega_a+\omega_b=\omega_c$. Its net rate is proportional to

$$R=n_an_b(1+n_c)-(1+n_a)(1+n_b)n_c=n_an_b-n_c(1+n_a+n_b).$$

Mode $a$ loses quanta at a rate proportional to $R$, and mode $c$ gains them at the same rate. For a small disturbance of one mode, with the others at equilibrium, the relaxation rates are proportional to

$$\frac{\partial R}{\partial n_a}=n_b-n_c,\qquad
-\frac{\partial R}{\partial n_c}=1+n_a+n_b .$$

Classically the term linear in the populations, $-n_c$, is absent from $R$, and $n=k_BT_c/\hbar\omega$. The second factor then becomes $n_a+n_b$. With the same coupling strength, the ratio of classical to quantum lifetime is the quantum factor at $T$ divided by the classical factor at $T_c$.

Let $a$ be the 3 THz mode, $c$ the 15 THz mode, and $b$ a partner at 12 THz that is left out of the energy matching. At 300 K the quantum populations are $n_a=1.624$, $n_b=0.172$ and $n_c=0.100$. At $T_c=152.8$ K the classical ones are 1.061, 0.265 and 0.212. The lifetime ratio of the high mode is

$$\frac{1+1.624+0.172}{1.061+0.265}\approx2.11,$$

and the corresponding ratio for the low mode, $(n_b-n_c)$ quantum over classical, is 1.36. Now treat the 20 and 3 ps above as the quantum lifetimes. The rescaled conductivity becomes

$$0.807\times(1.36\times129.4+2.11\times3.1)\approx147\ \mathrm{W/(m\,K)},$$

which is 14% above $\kappa_q$ instead of 17% below it. With zero-point energy in the matching, the hotter simulation shortens the lifetimes to 0.56 and 0.87 of their quantum values. The result is then about 61 W/(m K), an error of −53%. The sizes of these errors depend on the process chosen. If the low mode instead merges with a 5 THz partner into an 8 THz mode, at the same two values of $T_c$ and with the high mode treated as before, the errors become about +50% without zero-point energy and −38% with it.

So the zero-point choice, which at fixed frequencies has no effect on modal heat capacities, has a large effect on the conductivity in this single-process estimate. The errors can also oppose each other. A common lifetime ratio of $128.9/106.9\approx1.21$ would make the rescaled total agree with $\kappa_q$ while leaving both the heat capacities and the lifetimes wrong.

**How this relates to silicon**

The parameters are round values in the rough regime of silicon near room temperature. Its optical modes reach roughly 15 THz, and its primitive cell of about 0.04 nm³ has six vibrational branches. My volume is two thirds of that cell because it holds four waves. The model's 129 W/(m K) is close to silicon's rough 150 W/(m K), but that reflects the chosen speeds and lifetimes and is not a prediction.

One clear simplification is the single acoustic frequency, since silicon's acoustic modes spread up to roughly 12 THz. With a density of modes proportional to $f^2$ up to that limit, their mean heat capacity at 300 K is $0.838\,k_B$. Averaged with an equally large optical group at 15 THz, it gives $\bar C=0.735\,k_B$. The error for a 3 THz mode would then be −25% instead of −18%, relative to its true heat capacity. For silicon itself this overstates the change. The main reason is that the transverse acoustic branches flatten at about 3 to 5 THz and place many more modes there than the $f^2$ law does. Putting those two branches at 4 THz, with the longitudinal branch still on the $f^2$ law, raises the mean to about $0.78\,k_B$. In addition, many optical modes lie below 15 THz, and moving the optical group to 14 THz raises the mean further, to about $0.80\,k_B$. Silicon's measured heat capacity near room temperature, about 19.8 J/(mol K), corresponds to a mean of about $0.79\,k_B$ per mode. With that mean the error at 3 THz is about −19%, close to the two-mode value.

Three other omissions have small effects for these numbers. A fixed lowering of the high frequency by an assumed 1% raises $C_2$ by 0.9%. If that softening builds up linearly between 0 and 300 K, the temperature dependence of the frequency adds to this, and $T\,dS/dT$ of the mode rises by about 1.9% in total. The zero-point term is then no longer constant and lowers $dT_c/dT$ by about 0.006. The linewidth of the high mode is 0.35% of its frequency. A rough volume expansion coefficient of $8\times10^{-6}$ K$^{-1}$, with a Grüneisen parameter assumed to be 1, would put the heat capacity at constant pressure about 0.2% above that at constant volume. The lifetime changes are much larger than any of these, and they would have to be settled before a corrected conductivity could be trusted.

For your calculation, the single factor $dT_c/dT$ is harmless as far as heat capacity is concerned when $\hbar\omega\ll k_BT$ for all modes, or when the modes have nearly equal heat capacities. The rules for the conductivity also assume, as above, that the energy fluctuations of different modes are independent. For the total alone, it is then enough that $C_i$ and $D_i$ be uncorrelated, provided the simulated lifetimes equal the quantum ones. Otherwise use modal weights, and treat the lifetimes as a separate correction. Where collisions correlate the modes, the flux correlation contains cross terms that belong to two modes at once, and one weight per mode is no longer exact. The full numerical output is given below.

## Computed results

```
Frequencies: 3 and 15 THz
h f / kB: 144.0 and 719.9 K
Speeds: 2.5 and 1.0 km/s
Lifetimes: 20 and 3 ps
Volume holding four waves: 0.0267 nm^3
Table: T, Tc without zp, Tc with zp (K); C1, C2, mean (kB); errors of low, high mode (%)
100 | 22.6 | 238.6 | 0.8438 | 0.0388 | 0.4413 | -47.7 | +1037.6
200 | 78.4 | 294.4 | 0.9579 | 0.3744 | 0.6662 | -30.5 | +77.9
300 | 152.8 | 368.8 | 0.9810 | 0.6321 | 0.8066 | -17.8 | +27.6
600 | 420.6 | 636.6 | 0.9952 | 0.8882 | 0.9417 | -5.4 | +6.0
Values below are for T = 300 K
h f / (kB T): 0.4799 and 2.3996
Quantum modal energies / kB without zp: 233.7, 71.9 K
Quantum modal energies / kB with zp: 305.7, 431.8 K
dTc/dT by finite difference: 0.8066
D = v^2 tau: 1.250e-04 and 3.000e-06 m^2/s
Classical modal conductivities: 129.44, 3.11 W/(m K)
Quantum conductivity, same lifetimes: 128.94 W/(m K)
Rescaled conductivity, same lifetimes: 106.90 W/(m K)
Error of rescaled conductivity: -17.1 %
Error if the two D are exchanged: +26.0 %
Simulation: 16 runs of 262.1 ns, step 0.25 ps, at Tc = 152.8 K
Simulated low mode: 128.98 +/- 1.77 W/(m K)
Simulated high mode: 3.12 +/- 0.02 W/(m K)
Simulated total: 132.15 +/- 1.77 W/(m K)
Simulated total times dTc/dT: 106.59 +/- 1.43 W/(m K)
Simulated modes weighted by C1, C2: 128.51 +/- 1.74 W/(m K)
Partner mode for lifetime estimate: 12 THz
Classical/quantum lifetime without zp: low 1.358, high 2.107
Rescaled conductivity with these lifetimes: 147.0 W/(m K), error +14.0 %
Classical/quantum lifetime with zp: low 0.563, high 0.873
Rescaled conductivity with these lifetimes: 60.9 W/(m K), error -52.8 %
Acoustic band to 12 THz, density f^2: mean C 0.8375 kB
Mean with optical group: 0.7348 kB; error at 3 THz -25.1 %
Softening of 1 % (rough) changes C2 by +0.88 %
Linewidth / frequency of high mode: 0.35 %
Rough expansion 8e-06 1/K, Grueneisen 1: Cp/Cv - 1 = 0.24 %
```
